# Cantilever spring constant from thermal motion by equipartition: a numerical check

```python
# Result under test: one harmonic cantilever mode in classical equilibrium has
#     k = kB*T / <x^2>
# k: mode stiffness referred to the tip; x: tip displacement from its mean;
# T: temperature; kB: Boltzmann constant.
# Also tested: the formulas that size quantum, beam-shape, detector-noise and
# finite-record effects. Q: quality factor; f: resonance frequency.
import numpy as np
from scipy.constants import k as kB, h as planck
from scipy.integrate import quad
from scipy.linalg import eigh, expm, solve_continuous_lyapunov
from scipy.optimize import brentq

# Inputs of the worked example
T = 300.0                 # K
x_rms = 0.20e-9           # m
x_rounding = 0.005e-9     # m, half a unit of the last digit
f = 15e3                  # Hz, rough typical value
Q = 50.0                  # rough typical value in air
record = 10.0             # s
detector_noise = 0.03e-9  # m, rms
heating = 3.0             # K


def stiffness(temperature, rms):
    return kB * temperature / rms**2


k_mode = stiffness(T, x_rms)

# Test: Boltzmann average by quadrature, with a static force present
kT_pNnm = kB * T * 1e21
k_pNnm = k_mode * 1e3
static_force = 50.0       # pN


def boltzmann(x):
    energy = 0.5 * k_pNnm * x**2 - static_force * x
    return np.exp(-energy / kT_pNnm)


def integral(function):
    return quad(function, -3, 4, points=[0.0, 0.5, 1.0], limit=300)[0]


norm = integral(boltzmann)
mean_x = integral(lambda x: x * boltzmann(x)) / norm
var_x = integral(lambda x: (x - mean_x)**2 * boltzmann(x)) / norm
assert abs(mean_x - static_force / k_pNnm) < 1e-7
assert abs(np.sqrt(var_x) - x_rms * 1e9) < 1e-7

# Test: damping does not change the variance. Units: mass = k = kB*T = 1.
# The noise strength 2*damping is the one that gives a free mass <v^2> = 1.
for q_test in (0.5, 5.0, 50.0):
    damping = 1 / q_test
    drift = np.array([[0.0, 1.0], [-1.0, -damping]])
    noise = np.diag([0.0, 2 * damping])
    covariance = solve_continuous_lyapunov(drift, -noise)
    assert abs(covariance[0, 0] - 1) < 1e-9


# Test: scatter of the mean square over finite records, by simulation
def record_error(quality, angular_frequency, duration):
    return np.sqrt(2 * quality / (angular_frequency * duration))


rng = np.random.default_rng(7)
q_sim, dt, steps, copies = 10.0, 0.4, 5000, 3000
drift = np.array([[0.0, 1.0], [-1.0, -1 / q_sim]])
noise = np.diag([0.0, 2 / q_sim])
block = expm(np.block([[-drift, noise], [np.zeros((2, 2)), drift.T]]) * dt)
step_matrix = block[2:, 2:].T
step_noise = step_matrix @ block[:2, 2:]
kick = np.linalg.cholesky(0.5 * (step_noise + step_noise.T))
state = rng.standard_normal((2, copies))
sum_square = np.zeros(copies)
for _ in range(steps):
    state = step_matrix @ state + kick @ rng.standard_normal((2, copies))
    sum_square += state[0]**2
mean_square = sum_square / steps
scatter_sim = mean_square.std() / mean_square.mean()
scatter_formula = record_error(q_sim, 1.0, steps * dt)
# The scatter of 3000 records is itself known to about 1.3 per cent
assert abs(mean_square.mean() - 1) < 0.01
assert abs(scatter_sim / scatter_formula - 1) < 0.06

# Test: independent detector noise adds in the mean square
thermal = rng.normal(0, 1.0, 1000000)
reading = thermal + rng.normal(0, 0.5, 1000000)
assert abs(reading.var() - (1.0**2 + 0.5**2)) < 0.01


# Test: leading quantum correction, from a gridded oscillator.
# Length unit sqrt(kB*T/k), energy unit kB*T, u = h*f/(kB*T).
def quantum_excess(u):
    return u**2 / 12


u_test = 0.5
y = np.linspace(-8, 8, 601)
dy = y[1] - y[0]
hop = u_test**2 / (2 * dy**2)
hamiltonian = np.diag(2 * hop + 0.5 * y**2)
hamiltonian -= hop * (np.eye(601, k=1) + np.eye(601, k=-1))
levels, states = np.linalg.eigh(hamiltonian)
weights = np.exp(-(levels - levels[0]))
weights /= weights.sum()
quantum_ratio = np.sum(weights * (y**2 @ states**2))
# The next term of the series is about 1e-4 at this u
assert abs(quantum_ratio - 1 - quantum_excess(u_test)) < 2e-4

# Uniform beam: analytic first-mode factors
roots = np.array([brentq(lambda a: np.cos(a) + 1 / np.cosh(a),
                         (n - 1) * np.pi, n * np.pi) for n in range(1, 21)])
alpha = roots[0]
static_over_mode = 12 / alpha**4
sigma = (np.cosh(alpha) + np.cos(alpha)) / (np.sinh(alpha) + np.sin(alpha))
lever_factor = 2 * alpha * sigma / 3
assert abs(np.sum(12 / roots**4) - 1) < 1e-5

# Test: the same factors from a finite-element beam of unit length
elements = 20
s = 1 / elements
stiff_el = np.array([[12, 6*s, -12, 6*s], [6*s, 4*s*s, -6*s, 2*s*s],
                     [-12, -6*s, 12, -6*s],
                     [6*s, 2*s*s, -6*s, 4*s*s]]) / s**3
mass_el = np.array([[156, 22*s, 54, -13*s], [22*s, 4*s*s, 13*s, -3*s*s],
                    [54, 13*s, 156, -22*s],
                    [-13*s, -3*s*s, -22*s, 4*s*s]]) * s / 420
size = 2 * (elements + 1)
stiff, mass = np.zeros((size, size)), np.zeros((size, size))
for e in range(elements):
    part = slice(2 * e, 2 * e + 4)
    stiff[part, part] += stiff_el
    mass[part, part] += mass_el
stiff, mass = stiff[2:, 2:], mass[2:, 2:]   # clamp the base
values, modes = eigh(stiff, mass)
end_load = np.zeros(size - 2)
end_load[-2] = 1.0
bent = np.linalg.solve(stiff, end_load)
static_fe = 1 / bent[-2]
mode_fe = values[0] / modes[-2, 0]**2
slope_static = bent[-1] / bent[-2]
slope_mode = modes[-1, 0] / modes[-2, 0]
assert abs(static_fe / mode_fe - static_over_mode) < 1e-4
assert abs(slope_mode / slope_static - lever_factor) < 1e-4

# Worked numbers
k_low = stiffness(T, x_rms + x_rounding)
k_high = stiffness(T, x_rms - x_rounding)
linear_error = 2 * x_rounding / x_rms
assert abs((k_high - k_low) / (2 * k_mode) - linear_error) < 1e-3
k_static = static_over_mode * k_mode
k_static_lever = static_over_mode * lever_factor**2 * k_mode
x_clean = np.sqrt(x_rms**2 - detector_noise**2)
k_clean = stiffness(T, x_clean)
k_warm = stiffness(T + heating, x_rms)
u = planck * f / (kB * T)
averaging = record_error(Q, 2 * np.pi * f, record)

print(f"Temperature: {T:.0f} K")
print(f"Thermal rms displacement: {x_rms*1e9:.2f} nm")
print(f"Boltzmann constant: {kB:.6e} J/K")
print(f"Thermal energy kB*T: {kB*T:.4e} J")
print(f"Mean potential energy kB*T/2: {kB*T/2:.4e} J")
print(f"Mean-square displacement: {x_rms**2:.3e} m^2")
print(f"Mode stiffness k: {k_mode:.4f} N/m")
print(f"Mode stiffness k, converted: {k_pNnm:.1f} pN/nm")
print(f"Rms spring force k*x_rms: {k_mode*x_rms*1e12:.1f} pN")
print(f"Rounding half-width of rms: {x_rounding*1e9:.3f} nm")
print(f"k at upper rms limit: {k_low:.4f} N/m")
print(f"k at lower rms limit: {k_high:.4f} N/m")
print(f"Linear estimate of k error: {100*linear_error:.1f} %")
print(f"Test static force: {static_force:.0f} pN")
print(f"Mean shift by that force (quadrature): {mean_x:.3f} nm")
print(f"Rms about mean (quadrature): {np.sqrt(var_x):.4f} nm")
print(f"Assumed resonance frequency: {f/1e3:.0f} kHz")
print(f"Assumed quality factor: {Q:.0f} (no unit)")
print(f"Ratio u = h*f/(kB*T): {u:.2e} (no unit)")
print(f"Quantum excess of mean square: {quantum_excess(u):.1e} (fraction)")
print(f"First beam root alpha: {alpha:.4f} (no unit)")
print(f"Shape constant sigma: {sigma:.4f} (no unit)")
print(f"Static/mode stiffness ratio: {static_over_mode:.4f} (no unit)")
print(f"Same ratio, finite elements: {static_fe/mode_fe:.4f} (no unit)")
print(f"Optical-lever factor chi: {lever_factor:.4f} (no unit)")
print(f"Same factor, finite elements: {slope_mode/slope_static:.4f} (no unit)")
print(f"Combined lever factor: {static_over_mode*lever_factor**2:.4f} (no unit)")
print(f"Static k_s, rms is true mode-1 motion: {k_static:.4f} N/m")
print(f"Static k_s, rms is raw lever signal: {k_static_lever:.4f} N/m")
print(f"Assumed detector noise: {detector_noise*1e9:.2f} nm rms")
print(f"Rms after noise subtraction: {x_clean*1e9:.4f} nm")
print(f"k after noise subtraction: {k_clean:.4f} N/m")
print(f"Change of k by noise subtraction: {100*(k_clean/k_mode-1):.1f} %")
print(f"Assumed laser heating: {heating:.0f} K")
print(f"k if lever is that much warmer: {k_warm:.4f} N/m")
print(f"Change of k by heating: {100*(k_warm/k_mode-1):.1f} %")
print(f"Assumed record length: {record:.0f} s")
print(f"Averaging error of mean square: {100*averaging:.1f} %")
print(f"Simulated record scatter (Q=10 test): {100*scatter_sim:.1f} %")
print(f"Formula for that scatter: {100*scatter_formula:.1f} %")
print("checks complete")
```

Running it gives:

```
Temperature: 300 K
Thermal rms displacement: 0.20 nm
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kB*T: 4.1419e-21 J
Mean potential energy kB*T/2: 2.0710e-21 J
Mean-square displacement: 4.000e-20 m^2
Mode stiffness k: 0.1035 N/m
Mode stiffness k, converted: 103.5 pN/nm
Rms spring force k*x_rms: 20.7 pN
Rounding half-width of rms: 0.005 nm
k at upper rms limit: 0.0986 N/m
k at lower rms limit: 0.1089 N/m
Linear estimate of k error: 5.0 %
Test static force: 50 pN
Mean shift by that force (quadrature): 0.483 nm
Rms about mean (quadrature): 0.2000 nm
Assumed resonance frequency: 15 kHz
Assumed quality factor: 50 (no unit)
Ratio u = h*f/(kB*T): 2.40e-09 (no unit)
Quantum excess of mean square: 4.8e-19 (fraction)
First beam root alpha: 1.8751 (no unit)
Shape constant sigma: 0.7341 (no unit)
Static/mode stiffness ratio: 0.9707 (no unit)
Same ratio, finite elements: 0.9707 (no unit)
Optical-lever factor chi: 0.9177 (no unit)
Same factor, finite elements: 0.9177 (no unit)
Combined lever factor: 0.8174 (no unit)
Static k_s, rms is true mode-1 motion: 0.1005 N/m
Static k_s, rms is raw lever signal: 0.0846 N/m
Assumed detector noise: 0.03 nm rms
Rms after noise subtraction: 0.1977 nm
k after noise subtraction: 0.1059 N/m
Change of k by noise subtraction: 2.3 %
Assumed laser heating: 3 K
k if lever is that much warmer: 0.1046 N/m
Change of k by heating: 1.0 %
Assumed record length: 10 s
Averaging error of mean square: 1.0 %
Simulated record scatter (Q=10 test): 9.9 %
Formula for that scatter: 10.0 %
checks complete
```
